# Gibbs-Duhem tracing of a van der Waals vapour-pressure curve

## The decision

A bubbler for a liquid precursor is set by its temperature, and the temperature is chosen from a vapour-pressure curve. Suppose that the pressure and the heat of vaporization are known at one point. Must more coexistence points be found before the working temperature can be set, or can the curve be integrated from that one point, and with how many steps? The answer depends on how errors accumulate. For a van der Waals fluid they can be predicted and then compared with coexistence pressures found by Maxwell's equal-area rule.

The fluid has one component, a planar interface and the mean-field equation of state

$$p=\frac{RT}{v-b}-\frac{a}{v^2},$$

with molar volume $v$. At the critical point the first two volume derivatives of $p$ vanish:

$$\frac{RT}{(v-b)^2}=\frac{2a}{v^3},\qquad \frac{2RT}{(v-b)^3}=\frac{6a}{v^4}.$$

Dividing the first by the second gives $(v-b)/2=v/3$, so $v_c=3b$. Substitution gives $RT_c=8a/(27b)$ and $p_c=a/(27b^2)$. Below, $x=T_c/T$, $y=\ln(p/p_c)$, a prime means $d/dx$ along the coexistence curve, and $\Delta$ means vapour minus liquid.

## The slope equation

For each phase $d\mu=-s\,dT+v\,dp$ and $\mu=h-Ts$. Hence

$$d\!\left(\frac{\mu}{RT}\right)=\frac{-s\,dT+v\,dp}{RT}-\frac{\mu\,dT}{RT^2}=-\frac{h}{RT^2}\,dT+\frac{v}{RT}\,dp .$$

Define $D=\Delta\mu/(RT)$ and $\Delta Z=p\,\Delta v/(RT)$. Since $dT/T=-dx/x$ and $dp=p\,dy$, the difference between the phases is

$$dD=\frac{\Delta h}{RT}\frac{dx}{x}+\Delta Z\,dy. \qquad (1)$$

On the coexistence curve $D=0$ throughout, so $dD=0$ and

$$\frac{dy}{dx}=f(x,y)=-\frac{\Delta h}{RT\,x\,\Delta Z}. \qquad (2)$$

The heat follows from the equation of state. From $(\partial u/\partial v)_T=T(\partial p/\partial T)_v-p=a/v^2$,

$$\Delta u=a\left(\frac1{v_l}-\frac1{v_v}\right)=\frac{a\,\Delta v}{v_lv_v},\qquad \Delta h=\Delta u+p\,\Delta v .$$

Equation (2) is then equivalent to

$$\frac{d\ln p}{d\ln T}=\frac{\Delta h}{p\,\Delta v}=1+\frac{a}{p\,v_lv_v}.$$

At given $T$ and $p$ the volumes solve

$$pv^3-(pb+RT)v^2+av-ab=0,$$

whose three roots have the product $ab/p$. With $v_m$ the middle, mechanically unstable root, $a/(p\,v_lv_v)=v_m/b$, and

$$\frac{d\ln p}{d\ln T}=1+\frac{v_m}{b}. \qquad (3)$$

Both $\Delta h$ and $\Delta v$ vanish at the critical point, but their ratio does not: there $v_m=3b$ and the logarithmic slope is 4.

The cold limit is also simple. There the vapour is nearly ideal, so $a/(pv_lv_v)\approx a/(RTv_l)$, and the liquid pressure is negligible, so $v_l-b=RTv_l^2/a$. With $\epsilon=RTb/a=8/(27x)$ this gives $v_l/b=1+\epsilon+2\epsilon^2+\dots$ and $b/v_l=1-\epsilon-\epsilon^2+\dots$. Therefore

$$\frac{dy}{dx}\approx-\frac1x-\frac{27}{8}\left(1-\epsilon-\epsilon^2\right)=-\frac{27}{8}+\frac{8}{27x^2},$$

because $27\epsilon/8=1/x$ cancels the first term. In this model the cold curve is therefore nearly straight in $1/T$, which favours long steps.

## Scheme and cost

The right side of (2) needs both phases at the trial temperature and pressure. It exists off coexistence too, as long as the cubic has three real roots, that is, while the pressure lies between the two spinodal pressures. The rule below is Heun's method: an Euler predictor and one trapezoidal correction.

```
input: x0, y0 (known point), x1, number of steps n
h = (x1 - x0)/n
function slope(x, y):
    T = Tc/x ; p = pc*exp(y)
    find the roots of the cubic
    if fewer than three are real: stop, a phase is lost
    vl = smallest root ; vv = largest root
    dZ = p*(vv - vl)/(R*T)
    dh = a*(1/vl - 1/vv) + p*(vv - vl)
    return -dh/(R*T*x*dZ)
x = x0 ; y = y0
repeat n times:
    k1 = slope(x, y)
    k2 = slope(x + h, y + h*k1)
    y = y + h*(k1 + k2)/2
    x = x + h
```

Heun's rule costs two slope calls per step; classical fourth-order Runge-Kutta costs four. Here a call solves one cubic. For a simulated fluid it would mean one run for each phase, and the number of calls would set the cost.

The reference curve uses different information. At fixed $T$ the molar Helmholtz energy changes by $-\int p\,dv$, and $\mu$ is that energy plus $pv$. Thus

$$\Delta\mu=p\,\Delta v-\int_{v_l}^{v_v}p(v)\,dv ,$$

and $\Delta\mu=0$ is the equal-area condition. It is solved separately at each temperature, with the area by quadrature and the pressure by bracketing. No heat, slope or neighbouring point enters, so its errors cannot accumulate along the curve.

## How an error travels

Equation (2) is the statement $dD=0$. Its exact solutions therefore conserve $D$ even when they start at a wrong pressure. Equation (1) at fixed $x$ gives $\partial D/\partial y=\Delta Z$, so a small error $\delta$ in $\ln p$ has $D\approx\Delta Z\,\delta$, and

$$\delta(x)=\delta(x_0)\,\frac{\Delta Z(x_0)}{\Delta Z(x)}. \qquad (4)$$

On cooling, $\Delta Z$ rises towards 1 and the error shrinks, though by no more than the factor $\Delta Z(x_0)$. Towards the critical point $\Delta Z\to0$ and the error grows.

This was tested with a seed error of $10^{-4}$ in $\ln p$ at $T/T_c=0.70$, where $\Delta Z=0.789$. Going up to 0.96, where $\Delta Z=0.299$, the error grew by 2.638; equation (4) gives 2.636. Going down to 0.40, where $\Delta Z=0.986$, it shrank by 0.800, as predicted.

The same relation gives an error estimate without a reference curve: compute $D$ at the traced point and divide by $\Delta Z$. For this fluid, integrating $-p\,dv$ and adding $pv$ gives

$$\frac{\mu}{RT}=-\ln(v-b)+\frac{b}{v-b}-\frac{2a}{RTv}+g(T),$$

where $g$ is common to both phases and cancels in $D$. For another fluid the estimate requires a separate way to obtain $\Delta\mu$.

## Accumulated step error

Expand one Heun step that starts on the true curve. The trapezoidal rule with true end slopes gives

$$\frac h2\left[y'(x)+y'(x+h)\right]=hy'+\frac{h^2}{2}y''+\frac{h^3}{4}y'''+\dots,$$

while the true increment has $h^3y'''/6$ as its third term. The excess is $h^3y'''/12$. In addition, the predictor minus the true end point is $-h^2y''/2$ to leading order, which changes the second slope by $-f_yh^2y''/2$ and the step by $-h^3f_yy''/4$, where $f_y=\partial f/\partial y$. The numerical minus the true value after one step is therefore

$$h^3\left(\frac{y'''}{12}-\frac{f_yy''}{4}\right).$$

A small error obeys $\delta'=f_y\delta$. Since $\delta\propto1/\Delta Z$, it follows that $f_y=-(\ln\Delta Z)'$. Each step error is carried to the end by (4), and the sum over steps becomes an integral:

$$E(x)=\frac{h^2}{\Delta Z(x)}\int_{x_0}^{x}\Delta Z\left[\frac{y'''}{12}+\frac{(\ln\Delta Z)'\,y''}{4}\right]ds. \qquad (5)$$

This is the leading term for small $h$. The limits keep their order, so the formula holds in both directions.

On the reduced trace from $T/T_c=0.70$ to 0.96, ten Heun steps end with an error of $-5.4\times10^{-4}$ in $\ln p$ relative to the equal-area value. Equation (5) predicts $-4.5\times10^{-4}$. The gap reflects the finite step: with 640 steps the ratio of observed to predicted error is 1.003. The estimate $D/\Delta Z$ does not assume a small step, only a small error, and gives $-5.378\times10^{-4}$ against the observed $-5.386\times10^{-4}$. Subtracting it once would leave about $8\times10^{-7}$. Ten Runge-Kutta steps, at twice the number of slope calls, leave $1.3\times10^{-6}$. The measured orders of the two rules are 2.01 and 4.00.

If slopes come from simulation, they also carry noise. Suppose that the effective slope of each step has an independent error of standard deviation $\sigma$. Equation (4) then gives a final standard deviation

$$\frac{|h|\,\sigma}{\Delta Z(x_n)}\sqrt{\sum_k\Delta Z(x_k)^2}.$$

Where $\Delta Z$ is nearly constant this is $|x_1-x_0|\,\sigma/\sqrt n$. More steps at fixed $\sigma$ reduce noise much more slowly than they reduce the $h^2$ error.

## Failure near the critical point

A finite error can end the trace. For a trial pressure that is too high, $D>0$. As the pressure rises at fixed $T$, $D$ also rises, until the vapour reaches its spinodal and disappears as a separate root. An orbit with conserved $D$ can exist only while $D$ is below this limiting value.

Near the critical point put $\varepsilon=1-T/T_c$ and $\varphi=v/v_c-1$. Expanding the equation of state gives, to leading order,

$$\frac p{p_c}=1-4\varepsilon+6\varepsilon\varphi-\frac32\varphi^3 .$$

The terms odd in $\varphi$ enclose equal areas when the coexisting volumes are $\varphi=\pm2\sqrt\varepsilon$. This gives $\Delta Z\approx\frac38\cdot4\sqrt\varepsilon=\frac32\sqrt\varepsilon$, or 0.30 at $T/T_c=0.96$, close to the computed 0.299. The vapour spinodal, where $dp/d\varphi=0$, is at $\varphi=2\sqrt{\varepsilon/3}$. Its pressure exceeds the coexistence pressure by

$$\varphi\left(6\varepsilon-\frac32\varphi^2\right)=4\varepsilon\varphi=\frac{8}{\sqrt3}\,\varepsilon^{3/2}$$

in units of $p_c$. The limit of $D$ is the integral of $\Delta Z\,dy$ over this pressure range, so it scales as $\varepsilon^{1/2}\varepsilon^{3/2}=\varepsilon^2$. The computed exponent very near the critical point is 1.99. These powers belong to the mean-field equation of state; real fluids follow other exponents close to their critical points.

A seed error of $+0.01$ in $\ln p$ at $T/T_c=0.70$ has $D=7.87\times10^{-3}$. The spinodal limit predicts failure at $T/T_c=0.9602$, and the integrated trace lost a phase at 0.9601. A starting pressure that is one per cent too high thus prevents this trace from covering the last 4% of the temperature range below $T_c$, however small the steps. A pressure that is one per cent too low loses the liquid instead, at $T/T_c=0.973$. A better starting point, or a correction by $D/\Delta Z$ before the limit is reached, moves the failure closer to the critical point. For the pressure that starts one per cent too high, a single correction at $T/T_c=0.90$ moves it from 0.960 to 0.996. The correction slightly overshoots, so it is then the liquid that is lost.

The step size has its own restriction. Near the critical point $(\ln\Delta Z)'\approx1/[2(x-1)]$, so steps should be short compared with $x-1$. In the ten-step trace $|h|=0.039$, while $x-1=0.042$ at the end. The last steps of that trace therefore do not meet this condition.

## Benzene in a bubbler

Take benzene as a liquid carbon precursor, with a rough known point of 350 K and 760 Torr and a rough heat of vaporization of 31 kJ/mol. The two parameters of the fluid are fixed by requiring this pressure and this heat at 350 K. The dimensionless heat is

$$\frac{\Delta h}{RT_0}=\frac{31000}{8.314\times350}=10.65 .$$

The model has this value on its coexistence curve at $T_0/T_c=0.3133$, where $p_0/p_c=5.118\times10^{-4}$. Hence $T_c=350/0.3133=1117$ K and $p_c=760/(5.118\times10^{-4})=1.485\times10^6$ Torr. From $b=RT_c/(8p_c)$ and $a=27RT_cb/8$ follow $b=5.86$ cm³/mol and $a=0.184$ Pa m⁶/mol².

The trace to 300 K runs from $x=3.1919$ to 3.7239 in five steps of $h=0.1064$. The first slope is $-3.3449$; the cold-limit formula gives $-3.346$. This closeness is partly a cancellation: the dropped higher powers of $\epsilon$ add about $+0.007$ and the non-ideality of the vapour about $-0.006$. The first predictor is

$$760\,e^{-3.3449\times0.1064}\approx532.4\ \text{Torr},$$

and the correction lowers it by only about six parts in $10^5$. After five steps the pressure is 128.0 Torr, or 17.07 kPa.

Relative to the equal-area pressure at 300 K the error is $-1.70\times10^{-6}$; equation (5) predicts $-1.71\times10^{-6}$. The error is largest at 318 K, $-1.95\times10^{-6}$, and then shrinks. Damping cannot explain this, since $\Delta Z$ is already about 0.998 at 350 K. The later steps must therefore contribute errors of the opposite sign. Keeping the first slope for the whole range would give an error of 0.15%. For this model and range, one point and a few steps suffice numerically.

Let 100 sccm of carrier gas leave the bubbler saturated, at a total pressure $P=760$ Torr. For an ideal gas mixture the precursor flow is

$$F=100\,\frac{p}{P-p}=100\times\frac{128.0}{632.0}=20.3\ \text{sccm}.$$

This is $1.51\times10^{-5}$ mol/s, and with the model heat of 31.1 kJ/mol at 300 K it takes 0.47 W from the liquid. The pressure changes by 4.16% per kelvin. Differentiating $\ln F$ multiplies this by $P/(P-p)=1.203$, so the flow changes by 5.0% per kelvin at fixed carrier flow and total pressure. For the model, a temperature error of 0.001 K already matters more than the integration error. Benzene's heat of vaporization changes faster with temperature, so its curve is less straight in $1/T$. With a change of $-50$ J/(mol K) and an ideal vapour, the same five steps would leave an error of about $1.5\times10^{-4}$ in $\ln p$, equivalent to roughly 0.003 K, and keeping the first slope for the whole range would give an error of about 8%.

## How far the model is from benzene

The fitted fluid represents the vapour-pressure curve near the known point and little else. Its critical temperature is 1117 K against roughly 560 K for benzene, and its liquid volume at 350 K is 6.5 cm³/mol against roughly 90. Fitting $T_c=560$ K instead would give $x=1.6$ at 350 K. There the model has $|dy/dx|=3.49$, a logarithmic slope of 5.6 and $\Delta h/(RT)=4.8$, far below the 10.65 implied by the heat.

Three neglected effects can be sized with rough values:

- **Heat capacity.** Along the coexistence curve $\Delta h$ changes with temperature by about $-50$ J/(mol K), against $-2$ in the model; at these low pressures this is mainly the vapour-minus-liquid difference of the heat capacities. An extra change $\delta C$ per kelvin alters $\ln p$ by $(\delta C/R)[\ln(T/T_0)+T_0/T-1]$, the integral of $\delta C(T-T_0)/(RT^2)$. At 300 K this is $-0.072$.
- **Vapour non-ideality.** The second virial coefficient is about $-1000$ cm³/mol, against $-57$ in the model. The change of $\Delta h$ along the curve is already counted above, so $\Delta h(T)$ is held fixed here and a difference $\delta B$ acts only through $\Delta Z$, which it changes by $\delta B\,p/(RT)$. Since $d\ln p/dT=\Delta h/(RT^2\Delta Z)$, this slope changes to first order by $-(\delta B/RT)\,dp/dT$. Integrating from $T_0$ with $T$ in the prefactor set to $T_0$ changes $\ln p$ by about $\delta B\,(p_0-p)/(RT_0)=-0.027$. The coefficient used is the value near 350 K; it reaches roughly $-1450$ cm³/mol at 300 K, and following this change makes the shift about $-0.035$.
- **Carrier pressure on the liquid.** This raises $\ln p$ by $v_l(P-p)/(RT)=0.003$. The interaction of the vapour with the carrier in the gas phase is not counted here; for nitrogen at 760 Torr, estimated virial coefficients put it near $+0.015$, larger than this term.

Together they lower 128 Torr to about 116 Torr. The measured pressure at 300 K is about 103 to 104 Torr, so the uncorrected model is about 24% high. Most of the remainder comes from the rough known point, since benzene reaches 760 Torr near 353 K rather than 350 K: at 350 K the pressure changes by $10.65/350=3.0\%$ per kelvin, so an error of 3 K in its temperature would shift the curve by about 9%, which brings 116 Torr down to about 105 Torr.

The decision follows from these sizes. Between 350 and 300 K further effort belongs in the known point, the heat capacity and the temperature control, not in more integration steps. On a trace towards a critical point the known point matters still more, because its error is amplified and can end the trace, and the steps must also be shorter. The numerical output lists the pressures at each step.

## Numbers as computed

```
Known point (rough): 350 K, 760 Torr, heat 31 kJ/mol
Reduced temperature of known point T0/Tc: 0.31329
Reduced pressure of known point p0/pc: 5.1176e-04
Model critical temperature: 1117.2 K (benzene, rough: 560 K)
Model critical pressure: 1.4851e+06 Torr
Parameter a: 0.18384 Pa m6/mol2
Parameter b: 5.8642 cm3/mol
Model liquid volume at T0: 6.542 cm3/mol (benzene, rough: 90)
Step in x = Tc/T: 0.10640; x from 3.19188 to 3.72386
Slope d ln p/dx at known point: -3.34488
T (K) | p Heun (Torr) | p Maxwell (Torr) | relative error
350.000 | 760.00000 | 760.00000 | 0.00e+00
338.710 | 532.39124 | 532.39183 | -1.11e-06
328.125 | 372.90328 | 372.90392 | -1.72e-06
318.182 | 261.15977 | 261.16028 | -1.95e-06
308.824 | 182.87731 | 182.87766 | -1.92e-06
300.000 | 128.04334 | 128.04356 | -1.70e-06
Predicted Heun error of ln p at 300 K, 5 steps: -1.711e-06
Observed/predicted Heun error, 160 steps: 0.9999
Runge-Kutta relative error at 300 K, 5 steps: -2.24e-09
Relative error of constant slope from T0 to 300 K: 1.537e-03
Vapour pressure at 300 K: 128.04 Torr = 17.071 kPa
Carrier flow 100 sccm at total pressure 760 Torr
Precursor flow: 20.26 sccm
Heat of vaporization at 300 K (model): 31.11 kJ/mol
Evaporative cooling load: 0.469 W
Pressure sensitivity at 300 K: 4.16 %/K
Heat-capacity difference, model: -2.15 J/mol/K (rough true: -50)
Neglected heat-capacity effect on ln p: -0.0720
Second virial coefficient, model: -57.3 cm3/mol (rough true: -1000)
Neglected vapour non-ideality effect on ln p: -0.0273
Neglected carrier-pressure effect on ln p: 0.0030
Pressure with these three shifts: 116 Torr
Rough measured size at 300 K: 100 Torr; model/rough: 1.28
Reduced trace: T/Tc from 0.70 to 0.96; p/pc 0.200458 to 0.847619
dZ at T/Tc = 0.40, 0.70, 0.96: 0.98595, 0.78866, 0.29919
Heun error of ln p, 10 steps: -5.3859e-04
Leading-order prediction of that error: -4.4956e-04
Estimate D/dZ of that error: -5.3782e-04
Runge-Kutta error of ln p, 10 steps: 1.330e-06
Observed/predicted Heun error, 640 steps: 1.0028
Observed orders: Heun 2.008, Runge-Kutta 4.004
Seed-error factor 0.70 to 0.96: 2.6378 (dZ ratio 2.6360)
Seed-error factor 0.70 to 0.40: 0.7999 (dZ ratio 0.7999)
Conserved D for seed error 0.01 in ln p: 7.87418e-03
Failure at T/Tc: predicted 0.96017, found 0.96009
Exponent of D limit in (1 - T/Tc): 1.9876
```
